# Thermal distribution of the M-O-C angle in an alkoxide with a linear minimum: test program

```python
"""
Result under test: a link M-O-C with a linear minimum and the isotropic bend
energy V = k theta^2 / 2 has, in the classical small-angle limit, the density
    P(theta) = (theta / sigma^2) exp(-theta^2 / (2 sigma^2)),
    sigma^2 = kB T / k,
whose maximum lies at theta = sigma, a bent geometry. Per unit solid angle
the density is nevertheless largest at the linear geometry.

theta : deviation of the M-O-C angle from 180 degrees (rad), theta >= 0
k     : bend force constant (eV/rad^2);  T : temperature (K)
G     : inverse effective inertia of the bend, omega^2 = k G
Example: rough typical values for a terminal erbium alkoxide link Er-O-C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

EV = const.e
KB_EV = const.k / const.e
HBAR_EV = const.hbar / const.e
DEG = 180.0 / np.pi

# Inputs of the example
bend_k = 0.50                    # eV/rad^2
temperature = 450.0              # K
r_mo, r_oc = 0.205, 0.140        # nm
mass_m, mass_o, mass_c = 167.26, 16.00, 12.01   # u

kT = KB_EV * temperature
sigma = np.sqrt(kT / bend_k)


def most_probable(log_density, upper=1.2):
    """Position of the maximum of a single-peaked density of theta."""
    found = minimize_scalar(lambda t: -log_density(t), bounds=(1e-6, upper),
                            method="bounded", options={"xatol": 1e-10})
    return found.x


def cumulative(theta):
    """Derived small-angle probability of a deviation below theta."""
    return 1.0 - np.exp(-theta**2 / (2.0 * sigma**2))


# --- Moments and cumulative probability from the two bend components ---
axis = np.linspace(-8.0 * sigma, 8.0 * sigma, 1200)
comp_x, comp_y = np.meshgrid(axis, axis)
radius = np.hypot(comp_x, comp_y)
weight = np.exp(-0.5 * bend_k * (comp_x**2 + comp_y**2) / kT)
weight /= weight.sum()
mean_theta = sigma * np.sqrt(np.pi / 2.0)
rms_theta = sigma * np.sqrt(2.0)
median_theta = sigma * np.sqrt(2.0 * np.log(2.0))
assert abs((weight * radius).sum() / mean_theta - 1.0) < 1e-3
assert abs(np.sqrt((weight * radius**2).sum()) / rms_theta - 1.0) < 1e-3
assert abs(weight[radius < median_theta].sum() - 0.5) < 2e-3
for limit in (0.5 * sigma, sigma, 2.0 * sigma):
    assert abs(weight[radius < limit].sum() - cumulative(limit)) < 2e-3

# --- Metropolis sampling in Cartesian positions, O at the origin ---
# The stretch constant is softened to speed up sampling; it must not matter.
stretch_k = 1000.0               # eV/nm^2
walkers, moves, step = 20000, 900, 0.006
rng = np.random.default_rng(7)


def energy_and_angle(pos):
    lengths = np.sqrt((pos**2).sum(axis=1))
    cosine = -(pos[0] * pos[1]).sum(axis=0) / (lengths[0] * lengths[1])
    angle = np.arccos(np.clip(cosine, -1.0, 1.0))
    stretch = (lengths[0] - r_mo)**2 + (lengths[1] - r_oc)**2
    return 0.5 * bend_k * angle**2 + 0.5 * stretch_k * stretch, angle


positions = np.zeros((2, 3, walkers))
positions[0, 2] = -r_mo
positions[1, 2] = r_oc
energy, sampled = energy_and_angle(positions)
for _ in range(moves):
    trial = positions + step * rng.standard_normal(positions.shape)
    trial_energy, trial_angle = energy_and_angle(trial)
    chance = np.exp(np.minimum(0.0, -(trial_energy - energy) / kT))
    accept = rng.random(walkers) < chance
    positions = np.where(accept, trial, positions)
    energy = np.where(accept, trial_energy, energy)
    sampled = np.where(accept, trial_angle, sampled)


def sine_density(theta):
    return np.sin(theta) * np.exp(-0.5 * bend_k * theta**2 / kT)


# Full-angle distribution on a fine grid, for comparison with the sample
fine = np.linspace(0.0, np.pi, 20001)
fine_density = sine_density(fine)
full_cdf = np.concatenate(
    ([0.0], np.cumsum(0.5 * (fine_density[1:] + fine_density[:-1]))))
full_cdf /= full_cdf[-1]
ordered = np.sort(sampled)
ranks = (np.arange(walkers) + 0.5) / walkers
sample_gap = np.max(np.abs(np.interp(ordered, fine, full_cdf) - ranks))
assert sample_gap < 0.015        # statistical limit for 20000 walkers
small_angle_gap = np.max(np.abs(full_cdf - cumulative(fine)))
assert small_angle_gap < 0.03
norm = quad(sine_density, 0.0, np.pi)[0]
square = quad(lambda t: t**2 * sine_density(t), 0.0, np.pi)[0] / norm
assert abs(np.mean(sampled**2) / square - 1.0) < 0.03

# Bent peak per unit angle, linear peak per unit solid angle
edges = np.arange(0.0, 181.0, 4.0)
counts, _ = np.histogram(sampled * DEG, bins=edges)
peak_bin = int(np.argmax(counts))
peak_centre = 0.5 * (edges[peak_bin] + edges[peak_bin + 1])
assert peak_bin > 0 and abs(peak_centre - sigma * DEG) < 4.0
wide_edges = np.arange(0.0, 49.0, 8.0)
wide_counts, _ = np.histogram(sampled * DEG, bins=wide_edges)
solid_angle = -2.0 * np.pi * np.diff(np.cos(wide_edges / DEG))
per_solid_angle = wide_counts / solid_angle / walkers
assert np.argmax(per_solid_angle) == 0


# --- Corrections to the most probable deviation ---
def mode_sine(width):
    return most_probable(lambda t: np.log(np.sin(t)) - t**2 / (2 * width**2))


def mode_quartic(width, ratio):
    """Energy k (theta^2/2 + ratio theta^4/4)."""
    return most_probable(
        lambda t: np.log(t) - (t**2 / 2 + ratio * t**4 / 4) / width**2)


azimuth = 2.0 * np.pi * np.arange(64) / 64


def mode_anisotropic(width, eps):
    """Force constants k(1+eps) and k(1-eps) in two perpendicular planes."""
    shape = 1.0 + eps * np.cos(2.0 * azimuth)
    return most_probable(lambda t: np.log(t) + np.log(
        np.mean(np.exp(-shape * t**2 / (2 * width**2)))), upper=4 * width)


narrow = 0.05
assert abs((mode_sine(narrow) / narrow - 1) / (-narrow**2 / 6) - 1) < 0.01
for ratio in (1.0, 0.5):
    shift = mode_quartic(narrow, ratio) / narrow - 1
    assert abs(shift / (-ratio * narrow**2 / 2) - 1) < 0.01
assert abs((mode_anisotropic(narrow, 0.1) / narrow - 1) / (0.01 / 8) - 1) < 0.01
theta_sine = mode_sine(sigma)
assert abs(theta_sine * np.tan(theta_sine) / sigma**2 - 1) < 1e-6
theta_hard = mode_quartic(sigma, 1.0)
theta_soft = most_probable(lambda t: np.log(t) - (1 - np.cos(t)) / sigma**2)
anisotropy = 0.3
theta_aniso = mode_anisotropic(sigma, anisotropy)

# --- Bend frequency: formula for G against a Cartesian Hessian ---
G_model = (1 / (mass_m * r_mo**2) + 1 / (mass_c * r_oc**2)
           + (1 / r_mo + 1 / r_oc)**2 / mass_o)          # 1/(u nm^2)
G_si = G_model / (const.atomic_mass * 1e-18)
omega = np.sqrt(bend_k * EV * G_si)


def transverse_energy(x):
    """Bend energy (eV) for sideways displacements of M, O, C in nm."""
    side_m, side_c = x[0] - x[1], x[2] - x[1]
    cross = side_m * r_oc + r_mo * side_c
    minus_dot = r_mo * r_oc - side_m * side_c
    return 0.5 * bend_k * np.arctan2(cross, minus_dot)**2


h = 1e-4
unit = np.eye(3) * h
hessian = np.array([[(transverse_energy(a + b) - transverse_energy(a - b)
                      - transverse_energy(b - a) + transverse_energy(-a - b))
                     / (4 * h**2) for b in unit] for a in unit])
masses = np.array([mass_m, mass_o, mass_c]) * const.atomic_mass
dynamical = hessian * EV / 1e-18 / np.sqrt(np.outer(masses, masses))
omega_hessian = np.sqrt(np.linalg.eigvalsh(dynamical)[-1])
assert abs(omega_hessian / omega - 1) < 1e-4

# --- Quantum thermal density of one bend component by diagonalization ---
quantum = HBAR_EV * omega        # eV


def sigma_quantum(temp):
    return np.sqrt(quantum / (2 * bend_k)
                   / np.tanh(quantum / (2 * KB_EV * temp)))


grid = np.linspace(-1.8, 1.8, 801)
spacing = grid[1] - grid[0]
kinetic = const.hbar**2 * G_si / (2 * EV) / spacing**2
levels, states = eigh_tridiagonal(2 * kinetic + 0.5 * bend_k * grid**2,
                                  -kinetic * np.ones(grid.size - 1))
assert abs((levels[1] - levels[0]) / quantum - 1) < 2e-3
for temp in (50.0, temperature):
    boltzmann = np.exp(-(levels - levels[0]) / (KB_EV * temp))
    density = (states**2) @ boltzmann
    centre = np.abs(grid) < 0.8
    log_rho = CubicSpline(grid[centre], np.log(density[centre]))
    # In two dimensions rho(x) rho(y) is isotropic, so rho(theta) rho(0) serves.
    mode = most_probable(lambda t: np.log(t) + log_rho(t), upper=0.75)
    assert abs(mode / sigma_quantum(temp) - 1) < 1.5e-3
theta_quantum = sigma_quantum(temperature)
theta_zero = np.sqrt(quantum / (2 * bend_k))

# --- Windows of equal width in angle ---
near_linear = cumulative(1.0 / DEG)
at_peak = cumulative(sigma + 0.5 / DEG) - cumulative(sigma - 0.5 / DEG)
density_ratio = np.exp(-0.5 * bend_k * sigma**2 / kT)


def show_shift(label, value):
    print(f"{label}: {value * DEG:.2f} deg, shift {100*(value/sigma-1):+.2f} %")


print(f"Bend force constant k: {bend_k:.2f} eV/rad^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kB T: {kT:.5f} eV")
print(f"Er-O and O-C lengths: {r_mo:.3f} and {r_oc:.3f} nm")
print(f"Masses Er, O, C: {mass_m:.2f}, {mass_o:.2f}, {mass_c:.2f} u")
print(f"sigma^2 = kB T/k: {sigma**2:.5f} rad^2")
print(f"sigma, most probable deviation: {sigma:.4f} rad")
print(f"Most probable deviation: {sigma * DEG:.2f} deg")
print(f"Most probable Er-O-C angle: {180 - sigma * DEG:.2f} deg")
print(f"Median deviation: {median_theta * DEG:.2f} deg")
print(f"Mean deviation: {mean_theta * DEG:.2f} deg")
print(f"Rms deviation: {rms_theta * DEG:.2f} deg")
print(f"Probability of deviation 0 to 1 deg: {100 * near_linear:.3f} %")
print(f"Probability of 1 deg window centred on peak: {100 * at_peak:.3f} %")
print(f"Ratio of these two probabilities: {at_peak / near_linear:.1f}")
print(f"Solid-angle density, peak angle over linear: {density_ratio:.4f}")
for temp in (300.0, 450.0, 600.0):
    value = np.sqrt(KB_EV * temp / bend_k) * DEG
    print(f"Most probable deviation at {temp:.0f} K: {value:.2f} deg")
print(f"Cartesian sampling, number of walkers: {walkers}")
print(f"Sampling, fullest 4 deg bin: {edges[peak_bin]:.0f} to "
      f"{edges[peak_bin + 1]:.0f} deg")
print(f"Sampling, mean deviation: {sampled.mean() * DEG:.2f} deg")
print(f"Sampling, rms deviation: {np.sqrt(np.mean(sampled**2))*DEG:.2f} deg")
print(f"Full sine measure, rms deviation: {np.sqrt(square) * DEG:.2f} deg")
print("Sampling, probability per sr in 0-8, 8-16, 16-24 deg: "
      + ", ".join(f"{v:.3f}" for v in per_solid_angle[:3]))
print(f"Largest cumulative gap, sample to sine law: {sample_gap:.4f}")
print(f"Largest cumulative gap, small-angle to sine law: {small_angle_gap:.4f}")
show_shift("Peak with full sine measure", theta_sine)
show_shift("Peak with hardening quartic c = k/rad^2", theta_hard)
show_shift("Peak with softer energy k(1 - cos theta)", theta_soft)
show_shift(f"Peak with anisotropy eps = {anisotropy:.1f}", theta_aniso)
show_shift("Peak with quantum nuclei", theta_quantum)
print(f"Inverse inertia G: {G_model:.3f} 1/(u nm^2)")
print(f"Bend quantum hbar omega: {1000 * quantum:.2f} meV")
print(f"Bend wavenumber: {omega / (2*np.pi*const.c*100):.1f} 1/cm")
print(f"hbar omega/(2 kB T): {quantum / (2 * kT):.4f}")
print(f"Quantum most probable deviation at T = 0: {theta_zero * DEG:.2f} deg")
print("all tests passed")
```

Running it gives:

```
Bend force constant k: 0.50 eV/rad^2
Temperature: 450 K
Thermal energy kB T: 0.03878 eV
Er-O and O-C lengths: 0.205 and 0.140 nm
Masses Er, O, C: 167.26, 16.00, 12.01 u
sigma^2 = kB T/k: 0.07756 rad^2
sigma, most probable deviation: 0.2785 rad
Most probable deviation: 15.96 deg
Most probable Er-O-C angle: 164.04 deg
Median deviation: 18.79 deg
Mean deviation: 20.00 deg
Rms deviation: 22.57 deg
Probability of deviation 0 to 1 deg: 0.196 %
Probability of 1 deg window centred on peak: 3.800 %
Ratio of these two probabilities: 19.4
Solid-angle density, peak angle over linear: 0.6065
Most probable deviation at 300 K: 13.03 deg
Most probable deviation at 450 K: 15.96 deg
Most probable deviation at 600 K: 18.42 deg
Cartesian sampling, number of walkers: 20000
Sampling, fullest 4 deg bin: 16 to 20 deg
Sampling, mean deviation: 19.69 deg
Sampling, rms deviation: 22.20 deg
Full sine measure, rms deviation: 22.27 deg
Sampling, probability per sr in 0-8, 8-16, 16-24 deg: 1.982, 1.531, 0.969
Largest cumulative gap, sample to sine law: 0.0068
Largest cumulative gap, small-angle to sine law: 0.0095
Peak with full sine measure: 15.75 deg, shift -1.27 %
Peak with hardening quartic c = k/rad^2: 15.41 deg, shift -3.43 %
Peak with softer energy k(1 - cos theta): 16.06 deg, shift +0.66 %
Peak with anisotropy eps = 0.3: 16.14 deg, shift +1.17 %
Peak with quantum nuclei: 16.08 deg, shift +0.77 %
Inverse inertia G: 13.422 1/(u nm^2)
Bend quantum hbar omega: 16.75 meV
Bend wavenumber: 135.1 1/cm
hbar omega/(2 kB T): 0.2160
Quantum most probable deviation at T = 0: 7.42 deg
all tests passed
```
